# State multipoles and the Fano–Macek formula for dipole emission

A gas of atoms is excited by a polarized laser or a directed electron beam, and a detector with a polarizer records the fluorescence. The sublevels $M$ of an excited level $J$ are then in general unequally populated and may be coherently superposed. Their state is a matrix with $(2J+1)^2$ entries, whereas the light in any one direction is described by only four Stokes parameters. How much of the matrix can the light reveal?

Let $\rho$ be the density matrix of the atoms in the excited level at the time of emission, with $\mathrm{Tr}\,\rho=1$. The level is isolated: it has no coherence with other levels, and no field or hyperfine coupling changes $\rho$ between its specification and the emission. The atom decays by electric-dipole radiation to a level $J_f$ whose sublevels $M_f$ are not observed. The algebra uses atomic units.

A basis suited to rotations consists of the operators

$$T_{KQ}=\sum_{MM'}(-1)^{J-M'}\langle JM\,J\,{-M'}|KQ\rangle\,|JM\rangle\langle JM'| .$$

Orthogonality of the real Clebsch–Gordan coefficients gives

$$\mathrm{Tr}(T_{KQ}^\dagger T_{K'Q'})=\sum_{MM'}\langle JMJ{-M'}|KQ\rangle\langle JMJ{-M'}|K'Q'\rangle=\delta_{KK'}\delta_{QQ'} .$$

Since $K$ runs from 0 to $2J$, there are $\sum_K(2K+1)=(2J+1)^2$ of them, a complete basis. Hence

$$\rho=\sum_{KQ}\rho_{KQ}T_{KQ},\qquad \rho_{KQ}=\mathrm{Tr}(\rho\,T_{KQ}^\dagger).$$

The numbers $\rho_{KQ}$ are the state multipoles. Rank 0 is fixed by the trace, rank 1 is called orientation and rank 2 alignment. Reversing the magnetic numbers in the Clebsch–Gordan coefficient and exchanging its first two entries shows that $T_{KQ}^\dagger=(-1)^QT_{K,-Q}$.

For a photon of polarization $\hat e$, the squared coupling in a volume $V$ is $(2\pi\omega/V)|\langle f|\hat e^*\!\cdot\mathbf d|i\rangle|^2$, and the density of photon states per solid angle is $V\omega^2/(8\pi^3c^2)$ per unit angular wave number $\omega/c$, or $V\omega^2/(8\pi^3c^3)$ per unit energy. The golden rule multiplies the squared coupling and the latter density by $2\pi$. Summed over $M_f$,

$$\frac{dW}{d\Omega}=\frac{\omega^3}{2\pi c^3}\mathrm{Tr}(\rho D),\qquad D=P_J(\hat e\cdot\mathbf d)P_f(\hat e^*\!\cdot\mathbf d)P_J ,$$

where $P_J$ and $P_f$ project on the two levels.

Use spherical components $v_{\pm1}=\mp(v_x\pm iv_y)/\sqrt2$, $v_0=v_z$, for which $\mathbf a\cdot\mathbf b=\sum_q(-1)^qa_qb_{-q}$. Couple the polarization vectors and the dipoles separately:

$$E_{KQ}=\sum_{qq'}\langle1q1q'|KQ\rangle e_q(e^*)_{q'},\qquad X_{KQ}=\sum_{qq'}\langle1q1q'|KQ\rangle P_Jd_qP_fd_{q'}P_J .$$

Here $(e^*)_{q'}$ is a component of the vector $\hat e^*$. Inverting the first relation and using $\langle1q1q'|KQ\rangle=(-1)^K\langle1{-q}\,1{-q'}|K{-Q}\rangle$ turns the two scalar products into

$$D=\sum_{KQ}(-1)^{K+Q}E_{KQ}X_{K,-Q}.$$

Two vectors couple to $K=0,1,2$ and to nothing else. Since $X_{KQ}$ is a tensor operator within one level, the Wigner–Eckart theorem makes it proportional to $T_{KQ}$. This already proves that the light senses no rank above 2.

To find the proportionality factor, write

$$\langle JM|d_q|J_fm\rangle=(-1)^{J-M}\begin{pmatrix}J&1&J_f\\-M&q&m\end{pmatrix}R .$$

Because $d_q^\dagger=(-1)^qd_{-q}$, the reverse element is $(-1)^{J_f-m}\begin{pmatrix}J_f&1&J\\-m&q'&M'\end{pmatrix}R'$ with $R'=(-1)^{J-J_f}R^*$: the reversal of signs and the exchange of columns in the 3j symbol give equal phases that cancel, and $m-M'$ is an integer. The line strength is $S=\sum|\langle J_fm|d_i|JM\rangle|^2=|R|^2$.

With $\langle1q1q'|KQ\rangle=(-1)^Q\sqrt{2K+1}\begin{pmatrix}1&1&K\\q&q'&-Q\end{pmatrix}$, the matrix element of $X_{KQ}$ contains a sum of three 3j symbols. The identity that defines the 6j symbol evaluates it:

$$\sum_{qq'm}(-1)^{J_f-m}\begin{pmatrix}J&1&J_f\\-M&q&m\end{pmatrix}\begin{pmatrix}J_f&1&J\\-m&q'&M'\end{pmatrix}\begin{pmatrix}1&1&K\\q&q'&-Q\end{pmatrix}$$
$$=(-1)^Q\begin{pmatrix}J&J&K\\-M&M'&Q\end{pmatrix}\begin{Bmatrix}J&J&K\\1&1&J_f\end{Bmatrix}.$$

The two factors $(-1)^Q$ cancel. In the same notation the definition of $T_{KQ}$ reads

$$\langle JM|T_{KQ}|JM'\rangle=(-1)^{2J+K}(-1)^{J-M}\sqrt{2K+1}\begin{pmatrix}J&J&K\\-M&M'&Q\end{pmatrix},$$

so comparison yields

$$X_{KQ}=(-1)^{2J+K+J-J_f}\,S\begin{Bmatrix}J&J&K\\1&1&J_f\end{Bmatrix}T_{KQ}.$$

Insert this in $D$ and use $(-1)^QT_{K,-Q}=T_{KQ}^\dagger$. The factors $(-1)^K$ cancel, and $(-1)^{3J-J_f}=(-1)^{J+J_f}$ because $J-J_f$ is an integer. Therefore

$$\mathrm{Tr}(\rho D)=(-1)^{J+J_f}S\sum_{K=0}^{2}\begin{Bmatrix}J&J&K\\1&1&J_f\end{Bmatrix}\sum_QE_{KQ}\,\rho_{KQ}.$$

The geometry sits in $E_{KQ}$, the excited state in $\rho_{KQ}$, and the final level in $S$ and the 6j symbol, whose triangle rule also demands $K\le2J$.

The sum over $M_f$ is essential. It makes $P_f$ a scalar, so that the two dipoles alone supply the rank. A detection that selects one $M_f$ replaces $P_f$ by $|M_f\rangle\langle M_f|$, which carries ranks of its own, and higher multipoles can then enter.

The same result can be expressed through mean values of angular momentum. For $J>0$, repeat the derivation with $\mathbf J$ in place of $\mathbf d$ and $J_f$ replaced by $J$. Nothing changes except that $S$ becomes $\sum_i\mathrm{Tr}\,J_i^2=J(J+1)(2J+1)$. Each rank-$K$ part of the dipole product is thus

$$\frac{S\,h_K}{J(J+1)(2J+1)},\qquad h_K=(-1)^{J-J_f}\frac{\begin{Bmatrix}J&J&K\\1&1&J_f\end{Bmatrix}}{\begin{Bmatrix}J&J&K\\1&1&J\end{Bmatrix}},$$

times the corresponding part of the product of two $\mathbf J$ vectors. The denominator is nonzero when the rank exists: the rank-1 part is proportional to $\mathbf J$, and the rank-2 part contains $J_+^2$, which does not vanish for $J\ge1$. For rank 0, $\sum_iP_Jd_iP_fd_iP_J=SP_J/(2J+1)$ and $\sum_iJ_i^2=J(J+1)$, so $h_0=1$.

Let $z$ be the direction of the photon. The overall phase of $\hat e$ can be chosen so that $\hat e\cdot\hat e$ is real and nonnegative; its real and imaginary parts are then orthogonal. With $x$ along the real part, every polarization takes the form

$$\hat e=(\cos\beta,\;i\sin\beta,\;0).$$

Here $\beta=0$ is linear along $x$, $\beta=90^\circ$ linear along $y$ up to a phase, and $\beta=\pm45^\circ$ is helicity $\pm1$. The product of two components of $\mathbf J$ separates into

$$J_iJ_j=\tfrac13\delta_{ij}J^2+\tfrac i2\epsilon_{ijk}J_k+\left[\tfrac12(J_iJ_j+J_jJ_i)-\tfrac13\delta_{ij}J^2\right],$$

of ranks 0, 1 and 2. Contract with $e_ie_j^*$. Rank 0 gives $J^2/3$. For rank 1, $(\hat e\times\hat e^*)_z=-2i\sin\beta\cos\beta=-i\sin2\beta$, so the term is $\frac12\sin2\beta\,J_z$. For rank 2 the cross terms cancel, since $e_xe_y^*+e_ye_x^*=0$, and there remains

$$\cos^2\!\beta\,J_x^2+\sin^2\!\beta\,J_y^2-\tfrac13J^2
=\tfrac12(J^2-J_z^2)+\tfrac12\cos2\beta\,(J_x^2-J_y^2)-\tfrac13J^2$$
$$=-\tfrac16(3J_z^2-J^2)+\tfrac12\cos2\beta\,(J_x^2-J_y^2).$$

Define the orientation and the two alignment parameters in the detector frame,

$$O_0=\frac{\langle J_z\rangle}{J(J+1)},\quad A_0=\frac{\langle3J_z^2-J^2\rangle}{J(J+1)},\quad A_2=\frac{\langle J_x^2-J_y^2\rangle}{J(J+1)}.$$

Attaching $h_1$ and $h_2$ and taking out $S/[3(2J+1)]$ gives $\mathrm{Tr}(\rho D)=S\,B/[3(2J+1)]$, with

$$B=1-\tfrac12h_2A_0+\tfrac32h_2A_2\cos2\beta+\tfrac32h_1O_0\sin2\beta .$$

The prefactor follows from the total decay rate. The sum over two polarizations is $\sum e_ie_j^*=\delta_{ij}-n_in_j$ for direction $\mathbf n$, and its integral over all directions is $\frac{8\pi}3\delta_{ij}$. Only rank 0 survives, so the total rate is

$$A=\frac{\omega^3}{2\pi c^3}\,\frac{8\pi}{3}\,\frac{S}{2J+1}=\frac{4\omega^3S}{3c^3(2J+1)} .$$

It does not depend on how the sublevels are occupied. Eliminating $S$ gives the Fano–Macek formula,

$$\boxed{\frac{dW}{d\Omega}=\frac{A}{8\pi}\left\{1-\tfrac12h_2A_0+\tfrac32h_2A_2\cos2\beta+\tfrac32h_1O_0\sin2\beta\right\}}$$

A linear polarizer has $\sin2\beta=0$ and is blind to orientation. For $J=\frac12$ the alignment is zero and the $h_2$ terms are absent; for $J=0$ the multipole formula leaves only $K=0$, and the bracket is 1.

The moments are multipoles in another normalization. By the Wigner–Eckart theorem $T_{10}\propto J_z$ and $T_{20}=N(3J_z^2-J^2)$, with positive factors because $\langle JJJ{-J}|K0\rangle>0$. From $\sum M^2=J(J+1)(2J+1)/3$ and $\sum M^4=(2J+1)J(J+1)[3J(J+1)-1]/15$,

$$N^{-2}=\mathrm{Tr}(3J_z^2-J^2)^2=\tfrac15J(J+1)(2J-1)(2J+1)(2J+3).$$

Commuting $T_{20}$ twice with $J_+$ gives $2\sqrt6\,T_{22}$ on one side and $6NJ_+^2$ on the other, so $T_{22}=\sqrt{3/2}\,NJ_+^2$. Since $\langle J_x^2-J_y^2\rangle=\mathrm{Re}\langle J_+^2\rangle$ and $\mathrm{Tr}(\rho T_{22})=\rho_{22}^*$,

$$O_0=\sqrt{\frac{2J+1}{3J(J+1)}}\,\rho_{10},\quad A_0=\kappa\rho_{20},\quad A_2=\sqrt{\tfrac23}\,\kappa\,\mathrm{Re}\,\rho_{22},$$

with $\kappa=1/[NJ(J+1)]$.

The factors $h_K$ can be found without tables of 6j symbols. For $J_f=J$ they are 1 by definition. For $J_f=J-1$, take the stretched state $M=J$, which has $O_0=1/(J+1)$ and $A_0=(2J-1)/(J+1)$. A photon polarized along the quantization axis would leave $M_f=J$, which does not exist. The rank decomposition of $J_z^2$ gives $B=1+h_2A_0$ for this polarization, so $h_2A_0=-1$. A photon of helicity $-1$ along the axis would leave $M_f=J+1$, equally absent, so $1+\frac12-\frac32h_1O_0=0$. This fixes both factors.

For $J_f=J+1$, consider the vector operator $V_i|JM\rangle=|JM\rangle\otimes|i\rangle$, where $|i\rangle$ is a Cartesian basis state of a spin 1. Its part leading to $J_f$ is proportional to the dipole block and has strength $2J_f+1$. Summed over all $J_f$, completeness gives $V_i^\dagger V_j=\delta_{ij}$, with no rank 1 or 2. Hence $\sum_{J_f}(2J_f+1)h_K=0$ for $K=1,2$, which supplies the last column:

$$\begin{array}{c|ccc}
&J_f=J-1&J_f=J&J_f=J+1\\ \hline
h_1&J+1&1&-J\\
h_2&-\dfrac{J+1}{2J-1}&1&-\dfrac{J}{2J+3}
\end{array}$$

No entry vanishes where its rank exists. Any complex unit vector is transverse to some direction, and the products $e_ie_j^*$ span all $3\times3$ matrices. Varying direction and polarization therefore determines all $1+3+5=9$ real parameters of ranks 0 to 2 when $J\ge1$, including the normalization, and 4 when $J=\frac12$. For $J=2$ this is 9 out of 25.

For a numerical case take a model line with $J=2$, photon energy 2 eV and $S=5\ \text{Å}^2$ in units of $e^2$. Let the excited state in the detector frame be

$$|\psi\rangle=\tfrac12\left(\sqrt3\,|2,2\rangle+|2,0\rangle\right).$$

Then $\langle J_z\rangle=\frac34\cdot2=1.5$ and $O_0=1.5/6=0.25$. Also $\langle3J_z^2-J^2\rangle=\frac34\cdot6-\frac14\cdot6=3$, so $A_0=0.5$. The coherence gives $\langle J_x^2-J_y^2\rangle=\frac{\sqrt3}4\sqrt{24}$ and $A_2=0.354$. The multipoles $\rho_{10}=0.474$, $\rho_{20}=0.267$ and $\rho_{22}=0.231$ reproduce these values. The sums $\sum_Q|\rho_{KQ}|^2$ for $K=3$ and 4 are 0.244 and 0.153, out of a total of 1 for this pure state; that part leaves no trace in the light.

For $J_f=1$, $h_1=3$ and $h_2=-1$, so

$$B=1.25-0.530\cos2\beta+1.125\sin2\beta .$$

This is 0.720 and 1.780 for linear polarization along $x$ and $y$, and 2.375 and 0.125 for helicities $+1$ and $-1$. Either pair adds to 2.5. The weak helicity has a simple origin: it would take $M=2$ to $M_f=3$, so only the $M=0$ component, with population $\frac14$, contributes. For pure $|2,0\rangle$, $A_0=-1$ and $B=\frac12$, giving $\frac14\cdot\frac12=0.125$.

The final level changes the light strongly although the excited state is the same. The circular degree, the difference of the two helicity signals divided by their sum, is 0.90, 0.50 and $-0.70$ for $J_f=1,2,3$. Its sign follows $h_1=3,1,-2$. To infer the sign of the orientation from a measured handedness, one must therefore know whether $J_f=J+1$, the case in which $h_1$ is negative. The linear degree along $x$ and $y$ is $-0.42$, $0.71$ and $-0.14$.

To obtain rates, restore units with $e^2/4\pi\varepsilon_0=\alpha\hbar c$, where $\alpha\approx1/137$. With $S$ in $\text{Å}^2$ and $\hbar c=1973.27$ eV Å,

$$\hbar A=\frac{4\alpha(\hbar\omega)^3S}{3(\hbar c)^2(2J+1)}\approx\frac{4\cdot8\cdot5}{3\cdot137\cdot(1973.27)^2\cdot5}\ \text{eV}=2.00\times10^{-8}\ \text{eV},$$

or $A=3.04\times10^7\ \text{s}^{-1}$. Multiplying $\hbar A/8\pi$ by 2.375 gives $1.89\times10^{-9}$ eV/sr for positive helicity along $z$, equivalent to $2.87\times10^6\ \text{s}^{-1}\,\text{sr}^{-1}$.

How completely an anisotropy can hide is shown by an incoherent mixture with populations $\frac14,0,\frac12,0,\frac14$ for $M=2,\dots,-2$. There are no coherences, so $\rho_{KQ}=0$ for $Q\ne0$, and symmetry under $M\to-M$ removes the odd ranks. The alignment vanishes too, because $\langle J_z^2\rangle=\frac12\cdot4=2=J(J+1)/3$. What remains beyond rank 0 is $\rho_{40}=0.418$. The light to any $J_f$ is isotropic and unpolarized, as if all sublevels were equally filled.

Selecting $M_f=0$ in the decay to $J_f=1$ exposes the difference. The populations at $M=\pm2$ cannot reach this sublevel, and $M=\pm1$ are empty, so the signal comes from $M=0$ through $d_z$. For polarization along the axis, $|2,0\rangle$ has $B=1+h_2A_0=2$; the population $\frac12$ reduces this to 1. At angle $\theta$ from the axis the polarization in the plane of the axis sees $\sin^2\theta$ and the other sees nothing. The average over the two is $\frac12\sin^2\theta$: 0, 0.25 and 0.50 at $0^\circ$, $45^\circ$ and $90^\circ$, while the unselected signal stays at 1.

Many excitation processes are symmetric about an axis $\mathbf n$. If $O_0$ and $A_0$ now refer to this axis, the mean vector is $\langle\mathbf J\rangle=J(J+1)O_0\mathbf n$, and symmetry restricts the rank-2 mean values to

$$\tfrac12\langle J_iJ_j+J_jJ_i\rangle-\tfrac13\delta_{ij}J(J+1)=\tfrac12J(J+1)A_0\left(n_in_j-\tfrac13\delta_{ij}\right),$$

the factor being fixed by the component along $\mathbf n$. Let the photon leave at angle $\theta$ to $\mathbf n$, and let $\chi$ be the angle between the detector's $x$ axis and the plane of $\mathbf n$ and the photon direction. Then $n_z=\cos\theta$ and $n_x^2-n_y^2=\sin^2\theta\cos2\chi$, so the detector-frame parameters are

$$O_0\cos\theta,\qquad \tfrac12A_0(3\cos^2\theta-1),\qquad \tfrac12A_0\sin^2\theta\cos2\chi .$$

At $\theta=90^\circ$ the signals parallel and perpendicular to $\mathbf n$ are proportional to $1+h_2A_0$ and $1-\frac12h_2A_0$. Their difference over their sum is

$$P=\frac{3h_2A_0}{4+h_2A_0}.$$

For $|2,0\rangle$, with $A_0=-1$, the values are $P=0.60$, $-1.00$ and $0.20$ for $J_f=1,2,3$. Complete polarization at $J_f=2$ reflects a vanishing amplitude: within $J_f=J$ the dipole matrix is proportional to that of $\mathbf J$, and $\langle2,0|J_z|2,0\rangle=0$. No light polarized along the axis can be emitted.

The numerical output also gives the comparison of the formula with explicit sums over final sublevels, for $J$ from $\frac12$ to $\frac52$; the largest difference in $B$ is about $10^{-15}$, at the level of rounding.

## Calculated quantities

```
Photon energy = 2.00 eV
Line strength / e^2 = 5.00 angstrom^2
hbar*c = 1973.270 eV angstrom
State 1: (sqrt3 |2,2> + |2,0>)/2, all values dimensionless
  rho_00 = 0.44721
  rho_10 = 0.47434
  rho_20 = 0.26726
  rho_22 = 0.23146
  sum_Q |rho_KQ|^2, K=0..4: 0.20000 0.22500 0.17857 0.24375 0.15268
  O0 = 0.25000, A0 = 0.50000, A2 = 0.35355
Curly bracket for x, y, helicity +, helicity -; light along z
  Jf=1: h1=3.0000 h2=-1.0000
    0.71967 1.78033 2.37500 0.12500
    linear degree -0.42426, circular degree 0.90000
  Jf=2: h1=1.0000 h2=1.0000
    1.28033 0.21967 1.12500 0.37500
    linear degree 0.70711, circular degree 0.50000
  Jf=3: h1=-2.0000 h2=-0.2857
    0.91991 1.22295 0.32143 1.82143
    linear degree -0.14142, circular degree -0.70000
Jf=1 line of state 1:
  hbar*A = 1.99904e-08 eV, A = 3.03707e+07 1/s
  hbar*dW/dOmega, x: 5.72420e-10 eV/sr
  hbar*dW/dOmega, y: 1.41606e-09 eV/sr
  hbar*dW/dOmega, helicity +: 1.88906e-09 eV/sr
    the same as a rate: 2.86998e+06 1/(s sr)
  hbar*dW/dOmega, helicity -: 9.94240e-11 eV/sr
State 2: populations M=2..-2: 0.25 0.00 0.50 0.00 0.25
  rho_40 = 0.41833
  signal averaged over two polarizations, Jf=1: all Mf, Mf=0 only
    theta = 0 deg: 1.00000 0.00000
    theta = 45 deg: 1.00000 0.25000
    theta = 90 deg: 1.00000 0.50000
State 3: |2,0>, A0 = -1.00000
  Jf=1: linear polarization at 90 deg = 0.60000
  Jf=2: linear polarization at 90 deg = -1.00000
  Jf=3: linear polarization at 90 deg = 0.20000
Independent real parameters seen: J=0.5: 4 of 4, J=1: 9 of 9, J=1.5: 9 of 16, J=2: 9 of 25, J=2.5: 9 of 36
Largest formula error, sublevel sums: 1.6e-15
Largest formula error, quadrature dipoles: 1.8e-15
Largest detected part of rank above 2: 3.5e-17
```
